# Optimal damping on relaxed density matrices and fractional occupations

## Result

Let $D$ be the spatial density matrix of a spin-restricted system with $N$ electron pairs, in a real orthonormal basis of finite size. The relaxed set is

$$\mathcal K=\{D=D^T,\;0\le D\le 1,\;\mathrm{Tr}\,D=N\}.$$

The optimal damping algorithm fills the $N$ lowest eigenvectors of the current Fock or Kohn–Sham matrix $F(D)$. This gives a projector $P$. The algorithm then moves from $D$ toward $P$ until the energy first becomes stationary, or to $P$ itself if that does not happen earlier. With the aufbau gap $g$ and the Hartree curvature $c$,

$$g=2\,\mathrm{Tr}\,F(D-P)\ge0,\qquad c=4\,\mathrm{Tr}\,d\,J(d)\ge0,\qquad d=P-D,$$

each step lowers the energy by at least

$$\Delta(g,c)=\begin{cases} g/2, & g\ge c,\\ g^2/(2c), & g<c,\end{cases}\tag{1}$$

and $g\to0$. This holds for every energy of the form (2) below.

A degenerate Fermi level permits fractional occupations but does not force them. For independent electrons with a degenerate level, any aufbau projector already has $g=0$, and the algorithm stays there. For a nonconvex energy the algorithm may end at a stationary point other than the minimizer. Fractional occupations are forced in the limit when the energy is convex and no minimizer is a projector, because every limit point is then a minimizer. That is proved below, given a level order that is confirmed numerically, for an open $p$ shell in the Hartree model, where each spatial $p$ orbital of a four-electron shell acquires occupation $2/3$.

## Energy and Fock matrix

Hartree atomic units are used. The density is $\rho(\mathbf r)=2\sum_{pq}D_{pq}\phi_p\phi_q$, and the energy is

$$E(D)=2\,\mathrm{Tr}\,hD+2\,\mathrm{Tr}\,DJ(D)+X(D),\tag{2}$$

where $J(D)_{pq}=\sum_{rs}(pq|rs)D_{rs}$ and $X$ is differentiable and concave on $\mathcal K$. Three choices are treated:

- Hartree model: $X=0$.
- Dirac exchange: $X=-\frac34(3/\pi)^{1/3}\int\rho^{4/3}d\mathbf r$. It is concave because $-\rho^{4/3}$ is concave for $\rho\ge0$ and $\rho$ is linear in $D$.
- Hartree–Fock: $X=-\mathrm{Tr}\,DK(D)$ with $K(D)_{pq}=\sum_{rs}(pr|qs)D_{rs}$. It is concave because $\mathrm{Tr}\,dK(d)=\iint d(\mathbf r,\mathbf r')^2/|\mathbf r-\mathbf r'|\ge0$.

The Fock matrix is defined by $dE=2\,\mathrm{Tr}\,F\,dD$. Since $J$ is linear and symmetric, the Hartree term contributes $4\,\mathrm{Tr}\,J(D)dD$. Hence $F=h+2J(D)+F_X$, where $F_X$ is zero, the matrix of $v_x=-(3\rho/\pi)^{1/3}$, or $-K(D)$, respectively.

## What a zero gap means

Let $F u_i=\varepsilon_i u_i$ in increasing order, $n_i=u_i^TDu_i$ and $\mu=\varepsilon_N$. Then $0\le n_i\le1$ and $\sum_i n_i=N$. The last equality allows $\mu$ to be subtracted from every level:

$$\frac g2=\sum_i\varepsilon_in_i-\sum_{i\le N}\varepsilon_i
=\sum_{i\le N}(\mu-\varepsilon_i)(1-n_i)+\sum_{i>N}(\varepsilon_i-\mu)n_i .\tag{3}$$

No term is negative, so $g\ge0$. If $g=0$, then $n_i=1$ below $\mu$ and $n_i=0$ above it.

These diagonal values fix $D$ itself. If $n_i=1$, then $u_i^T(1-D)u_i=0$ with $1-D\ge0$, which implies $Du_i=u_i$. Similarly, $n_i=0$ implies $Du_i=0$. Therefore $D$ commutes with $F$, and any fractional occupation lies in the level $\mu$. If that level is completely filled, $D$ is a projector.

## Monotone decrease

Write $E(\lambda)=E(D+\lambda d)$ for $0\le\lambda\le1$. The segment stays in $\mathcal K$ because $\mathcal K$ is convex. The initial slope is $E'(0)=2\,\mathrm{Tr}\,Fd=-g$. The Hartree term contributes $2\lambda^2\,\mathrm{Tr}\,dJ(d)=\lambda^2c/2$ at second order. A concave $X$ lies below its tangent, and its slope along the segment does not increase. Therefore

$$E(\lambda)\le E(0)-\lambda g+\tfrac12\lambda^2c,\qquad E'(\lambda)\le-g+\lambda c.\tag{4}$$

Suppose first that $g\ge c$ and $g>0$. The slope is negative for all $\lambda<1$, so the full step is taken, and (4) gives a drop of at least $g-c/2\ge g/2$.

Suppose next that $0<g<c$. The slope is negative for $\lambda<g/c$, so the first stationary point cannot come earlier. The energy decreases up to the chosen point, so the final energy is no higher than $E(g/c)$. Inserting $\lambda=g/c$ in (4) gives

$$E(0)-E(g/c)\ge\frac{g^2}{c}-\frac{g^2}{2c}=\frac{g^2}{2c}.$$

This proves (1). The proof does not need $E$ to be convex.

The set $\mathcal K$ is compact in a finite basis, so $c$ has a finite upper bound $\bar C$ and $E$ has a minimum. The drops therefore have a finite sum:

$$\sum_k\Delta(g_k,\bar C)\le E_0-E_{\min}.$$

It follows that $g_k\to0$. The gap is continuous in $D$ even where $P$ is ambiguous, because it depends on the sum of the lowest $N$ eigenvalues and not on the choice of eigenvectors. Every limit point thus has $g=0$. For a nonconvex energy this is a stationarity statement: it does not identify the global minimum.

## Error certificate and convergence bound

In the Hartree model,

$$c=\iint\frac{\delta\rho(\mathbf r)\,\delta\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=\frac1{4\pi}\int|\nabla\varphi|^2d\mathbf r\ge0,$$

where $\delta\rho$ is the density of $d$ and $\varphi$ its electrostatic potential. The energy is therefore convex in $D$. A convex function lies above its tangent, so for a minimizer $D_*$ with energy $E_*$,

$$E_*\ge E(D)+2\,\mathrm{Tr}\,F(D_*-D)\ge E(D)-g .$$

The second inequality holds because $P$ minimizes $\mathrm{Tr}\,FD'$ over all $D'\in\mathcal K$. The error $e=E(D)-E_*$ thus obeys

$$0\le e\le g.\tag{5}$$

This bounds the error of the solution within the chosen basis and model. It says nothing about basis or functional errors.

Let $C$ bound the curvatures met during the run. On a convex segment the first stationary point is the minimum, so the new energy is no higher than that of any trial $\lambda$. With $g_k\ge e_k$,

$$e_{k+1}\le(1-\lambda)e_k+\tfrac12\lambda^2C .$$

For $k=0$, take $\lambda=1$: $e_1\le C/2\le2C/3$. For $k\ge1$, assume $e_k\le2C/(k+2)$ and take $\lambda=2/(k+2)$:

$$e_{k+1}\le\frac{k}{k+2}\,\frac{2C}{k+2}+\frac{2C}{(k+2)^2}
=\frac{2C(k+1)}{(k+2)^2}\le\frac{2C}{k+3}.$$

The last inequality follows from $(k+1)(k+3)\le(k+2)^2$. Hence $e_k\le2C/(k+2)$ for all $k\ge1$.

## Why the open shell becomes fractional

Consider an atom in the Hartree model with a basis of complete angular shells. If two minimizers had different densities, $c$ for their difference would be positive and their midpoint would have lower energy. The minimizing density is therefore unique. A rotation maps a minimizer to a minimizer, so this density is spherical, and so is the corresponding $F_*$.

For sulfur, assume the level order in which six filled orbitals ($1s,2s,2p,3s$) lie below a threefold $3p$ level, with all other levels higher. The reference calculation below confirms this order. By the zero-gap condition, a minimizer consists of the filled core and a symmetric $3\times3$ matrix $M$ in the $3p$ space, with $\mathrm{Tr}\,M=2$. Its valence density is proportional to $R(r)^2\sum_{ij}M_{ij}x_ix_j/r^2$. The traceless part of $M$ produces a quadrupole, which must vanish. Therefore

$$M=\tfrac23\,\mathbb 1 .$$

The minimizer is unique and is not a projector. Since every limit point of the algorithm has $g=0$, and (5) makes each one a minimizer, the whole sequence converges to it.

The mechanism is seen by filling $p_x,p_y$ and emptying $p_z$, with frozen orbitals. Relative to the fractional state, the occupations change by $a=(\frac13,\frac13,-\frac23)$, for which $\sum a_i=0$ and $\sum a_i^2=\frac23$. Let $J_{ij}=(ii|jj)$ and $K_{ij}=(ij|ij)$. Rotating $x,y$ by 45 degrees gives

$$K_{xy}=\tfrac14(xx-yy|xx-yy)=\tfrac12(J_{xx}-J_{xy}),$$

so $J_{xx}=J_{xy}+2K_{xy}$. Because $\sum a_i=0$, the common part $J_{xy}$ cancels and the Coulomb matrix changes by $\sum_jJ_{ij}a_j=2K_{xy}a_i$. The level shift is twice this, $4K_{xy}a_i$. Since $a_x-a_z=1$,

$$\varepsilon_{\rm filled}-\varepsilon_{\rm empty}=4K_{xy}>0.\tag{6}$$

The filled levels lie above the empty one, so this integer state violates aufbau filling. The linear energy change vanishes because the three levels are equal in the fractional state. The quadratic term gives

$$E_{\rm int}-E_{\rm frac}=2\sum_i a_i(2K_{xy}a_i)=\tfrac83K_{xy}.\tag{7}$$

Exact exchange changes this conclusion. Its diagonal element is $K_{ii}=J_{xx}=J_{xy}+2K_{xy}$, so the exchange matrix changes by

$$\sum_jK_{ij}a_j=(J_{xy}+2K_{xy})a_i-K_{xy}a_i=(J_{xy}+K_{xy})a_i .$$

Subtracting this from $4K_{xy}a_i$ replaces the splitting by $3K_{xy}-J_{xy}$. The energy difference becomes $\frac23(3K_{xy}-J_{xy})$. If $J_{xy}>3K_{xy}$, the filled levels lie lower and integer filling is favored.

## Algorithm

Start from an aufbau projector of $h$ and repeat:

1. Build $F(D)$, diagonalize it, and form $P$ from the lowest $N$ eigenvectors.
2. Compute $d=P-D$ and $g=-2\,\mathrm{Tr}\,Fd$. Stop if $g$ is below the tolerance.
3. Find $\lambda$ as described below.
4. Replace $D$ by $D+\lambda d$.

For the Hartree and Hartree–Fock energies, let $W=2J$ or $W=2J-K$ and $q=2\,\mathrm{Tr}\,dW(d)$. The slope is $-g+q\lambda$, so $\lambda=g/q$ if $q>g$ and $\lambda=1$ otherwise. For Dirac exchange the slope is

$$E'(\lambda)=-g+c\lambda+\int\left[v_x(\rho+\lambda\,\delta\rho)-v_x(\rho)\right]\delta\rho\,d\mathbf r .$$

Its first sign change is bracketed on eight equal intervals and refined by root finding. Such a scan could miss two zeros inside one interval. For this reason the guaranteed drop (1) was tested at every step, with a tolerance of $10^{-9}$ hartree; it held in all three models. Where the guaranteed drop is itself smaller than the tolerance, as in the Hartree run after about step 7600, the test shows only that the energy does not rise by more than the tolerance; the Hartree step does not depend on the scan.

## Sulfur atom

The example is the spin-restricted sulfur atom in the 6-31G basis: 13 functions and 8 pairs. It omits correlation and the triplet character of the true ground state. The energies illustrate the algorithm and are not predictions for the real atom. The digits quoted belong to this basis. In an uncontracted triple-zeta $s,p$ basis with diffuse $s$, $p$ and $d$ functions the Hartree energy falls by 0.35 hartree, its $3p$ level moves to $-0.040$, $K_{xy}$ to $0.019$ and $J_{xy}$ to $0.332$ hartree; the Dirac energy falls by 0.05 hartree, with the $3p$ level at $-0.219$ and the splitting at $0.054$ hartree. In aug-cc-pVTZ the Hartree–Fock energy falls by 0.034 hartree. The complete numerical output follows this text.

**Hartree model.** An independent iteration with the $3p$ occupations held at $2/3$ gives $E_*=-372.8308$ hartree. Its aufbau gap was tested to be below $10^{-5}$ hartree, which requires levels 7 to 9 to coincide to about that accuracy. The levels printed for the damped run show the sixth well below them and the tenth well above. Together these confirm the assumed level order. The first damping step has $g=5.549$ hartree and $\lambda=0.68145$, hence $c=g/\lambda=8.143$ hartree. For a quadratic energy with an interior minimum the drop is $g^2/(2c)=\lambda g/2$, here $1.891$ hartree. The table gives $3.183-1.292=1.891$ hartree.

After 10,000 steps the three $3p$ occupations are 0.6667, 0.6667 and 0.6666. The final energy is $-372.8308$ hartree, or $-10145.2$ eV. The error is $5.8\times10^{-6}$ hartree relative to the reference, within the certificate $g=1.16\times10^{-5}$ hartree. The general bound $2C/(k+2)$ with $C=8.143$ hartree gives $1.6\times10^{-3}$ hartree, which is valid but far from sharp.

The $3p$ level lies at $+0.030$ hartree. The positive sign comes from the small basis: with diffuse $s$ and $p$ functions added, the shell expands, the level becomes negative, and the occupations remain $2/3$. The Hartree state found here is therefore the minimum in this basis, not a converged description of a free atom.

**Dirac exchange.** After 1000 steps the occupations are 0.6670, 0.6666 and 0.6664, and the $3p$ level is negative, $-0.2105$ hartree. The energy is $-395.4290$ hartree, or $-10760.2$ eV, and lies $4.0\times10^{-5}$ hartree above the fixed-occupation reference. The total energy is not known to be convex here, so agreement with the reference supports the fractional solution but does not prove it to be the global minimum.

**Hartree–Fock.** Seven steps reduce the gap to $1.5\times10^{-10}$ hartree. All seven are full steps, $\lambda=1$, so the damping never acts in this run and every iterate is a projector. The $3p$ occupations are 1, 1 and 0, with filled levels at $-0.4021$ and the empty one at $-0.0688$ hartree. The energy is $-397.3914$ hartree, or $-10813.6$ eV.

The integrals explain the difference. With the Hartree orbitals, $K_{xy}=0.02184$ and $J_{xy}=0.36019$ hartree. Equation (6) gives a splitting of $4K_{xy}=0.0873$ hartree, and (7) an energy cost of $0.0582$ hartree. With exact exchange the splitting is $3\times0.02184-0.36019=-0.2947$ hartree, and integer filling lowers the energy by $0.1965$ hartree. With Dirac exchange, evaluated with its own orbitals, the splitting is $0.0553$ hartree and keeps the Hartree sign. Those orbitals differ from the Hartree ones, so the difference from $0.0873$ hartree is not the exchange contribution alone.

## The slow tail

In the Hartree run $k\,e_k$ settles near $0.058$ hartree, while $g_k\approx2e_k$ and $\lambda_k\approx1/k$. (The last row of the table shows $\lambda=0$ only because the run ends there without taking a step.) A short argument accounts for all three numbers, under an assumption that is not proved here.

For the quadratic Hartree energy,

$$e=2\,\mathrm{Tr}\,F_*(D-D_*)+2\,\mathrm{Tr}\,(D-D_*)J(D-D_*).$$

By (3), applied to $F_*$, the first term measures weight misplaced relative to the final aufbau filling. Assume that this term dominates late in the run, and that each new $P$ adds negligible misplaced weight. A step then multiplies $e$ by $1-\lambda$, so the drop is $\lambda e$. The line search gives a drop of $\lambda g/2$. Equating the two yields $g=2e$, and with $\lambda=g/c$,

$$e_{k+1}=e_k-\frac{2e_k^2}{c}\quad\Rightarrow\quad\frac1{e_{k+1}}\approx\frac1{e_k}+\frac2c\quad\Rightarrow\quad e_k\approx\frac{c}{2k}.$$

Near the limit, $P$ fills two of the three $3p$ orbitals, so $d$ has the occupation changes $a$ and $c=4\sum_ia_i(2K_{xy}a_i)=\frac{16}3K_{xy}$. The prediction is

$$e_k\approx\frac{8K_{xy}}{3k}=\frac{0.0582}{k}\ \text{hartree},$$

in agreement with the table. The law is asymptotic: the recursion gives $e_k\approx c/[2(k+k_0)]$ with an offset $k_0$ set by the start. Started from the integer-filled state built on the reference orbitals, the run has $k\,e_k=0.023$ hartree at $k=200$ and $0.050$ hartree at $k=2000$.

This tail matters for the stopping rule. At $k=10{,}000$ the next drop would be about $e_k/k=5.8\times10^{-10}$ hartree, although the remaining error is $10^4$ times larger. A small energy change is therefore poor evidence of convergence, whereas $g$ overestimates the error by only a factor of two. By the same law, an error of $10^{-6}$ hartree would need about 58,000 steps. Once damping has identified the partly filled shell, an iteration with its occupations fixed by symmetry is a practical way to finish, provided that the gap is checked afterwards. Mixing of old and new density matrices may be needed. The reference calculation moves a fraction 0.2 of the way to each new matrix; without mixing, the fixed-occupation iteration fails to converge in the Hartree model of this example, although it converges with Dirac exchange.

Removing the damping does not help. With $\lambda=1$ every iterate is a projector. The projectors form a compact set that does not contain the Hartree minimizer, so their energies stay a finite amount above $E_*$, and by (5) their gaps stay bounded away from zero. In steps 101 to 200 of the undamped Hartree iteration the gap stays between 1.83 and 1.89 hartree, and the energy remains at least 0.84 hartree above $E_*$. This excess is much larger than the $0.058$ hartree cost of integer $3p$ filling with frozen orbitals, so integer filling alone, although it already rules out convergence, does not account for the size of the excess.

## Computed values

```
S atom, 6-31G, basis functions: 13  electron pairs: 8
Hartree model, energies in hartree
reference energy E* = -372.830779
k, E-E*, gap g, step lambda, k(E-E*)
    0 3.183e+00 5.549e+00 0.68145 0.0000
    1 1.292e+00 1.577e+00 1.00000 1.2919
    2 2.839e-01 6.687e-01 0.46030 0.5677
    3 1.300e-01 2.052e-01 0.76468 0.3899
    5 2.403e-02 7.977e-02 0.34955 0.1202
   10 5.621e-03 1.168e-02 0.09084 0.0562
   30 1.869e-03 3.780e-03 0.03142 0.0561
  100 5.710e-04 1.146e-03 0.00974 0.0571
  300 1.924e-04 3.851e-04 0.00330 0.0577
 1000 5.802e-05 1.161e-04 0.00100 0.0580
 3000 1.938e-05 3.877e-05 0.00033 0.0581
10000 5.820e-06 1.164e-05 0.00000 0.0582
largest curvature met C = 8.1429 hartree
Hartree: steps 10000, final gap 1.16e-05 hartree
  final E = -372.83077 hartree = -10145.24 eV
  occupations 6 to 10: 1.0000 0.6667 0.6667 0.6666 0.0000
  levels 6 to 10 (hartree): -0.2882 0.0300 0.0300 0.0301 0.4777
Dirac: steps 1000, final gap 8.02e-05 hartree
  final E = -395.42900 hartree = -10760.17 eV
  occupations 6 to 10: 1.0000 0.6670 0.6666 0.6664 0.0000
  levels 6 to 10 (hartree): -0.5777 -0.2105 -0.2105 -0.2105 0.2662
HF: steps 7, final gap 1.46e-10 hartree
  final E = -397.39144 hartree = -10813.57 eV
  occupations 6 to 10: 1.0000 1.0000 1.0000 0.0000 0.0000
  levels 6 to 10 (hartree): -0.8859 -0.4021 -0.4021 -0.0688 0.4214
Dirac: reference energy = -395.429039 hartree
Dirac: E - reference = 4.01e-05 hartree
Dirac: electrons counted on grid = 16.00000
HF: idempotency defect |DD-D| = 1.9e-15
two 3p filled, one empty, frozen orbitals:
  J_xy = 0.36019, K_xy = 0.02184 hartree (Hartree orbitals)
  Hartree: filled minus empty level = 0.08734 hartree
  Hartree: energy minus fractional state = 0.05823 hartree
  Dirac: filled minus empty level = 0.05528 hartree
  Dirac: energy minus fractional state = 0.03831 hartree
  HF: filled minus empty level = -0.29468 hartree
  HF: energy minus fractional state = -0.19646 hartree
undamped Hartree iteration, steps 101 to 200:
  smallest gap = 1.8330 hartree
  largest gap = 1.8896 hartree
  smallest E-E* = 0.8431 hartree
```
